# Classical red shift versus the quantum fundamental of a Morse oscillator

**Comment on the argument that classical molecular dynamics yields the anharmonic fundamental**

The manuscript argues as follows. A classical trajectory moves on the full potential, so the band in its velocity autocorrelation spectrum is already anharmonic. The band lies below the harmonic wavenumber \(\omega_e\), as the observed fundamental \(\omega_e-2\omega_ex_e\) does. Cooling removes thermal broadening and should leave the \(0\to1\) line, and a quantum correction factor can supply what is left. I accept that the band is anharmonic and red-shifted. The identification of that shift with \(2\omega_ex_e\) can be examined exactly for a Morse oscillator, and it fails there.

**1. Model and conventions**

\[H=\frac{p^2}{2m}+D\,(1-e^{-ax})^2,\qquad \omega_0=a\sqrt{2D/m},\qquad x_e=\frac{\hbar\omega_0}{4D},\qquad \tau=\frac{kT}{D}.\]

The dipole is linear in \(x\), the dynamics is Newtonian, and there is no rotation and no bath. A frequency \(\omega\) is written \(\omega=\omega_0 s\), and \(u=1-s\) is the relative red shift. With \(\omega_e=\omega_0/2\pi c\), the shift in wavenumbers is \(\omega_e u\). The numbers use round parameters, \(\omega_e=4000\) cm\(^{-1}\), \(D=40000\) cm\(^{-1}\), \(m=1\) u, so that \(x_e=4000/(4\times40000)=0.0250\), \(\omega_ex_e=100\) cm\(^{-1}\) and \(a=2.4356\) Å\(^{-1}\). They come from the numerical check.

**2. The quantum line**

Put \(y=ax\), \(\epsilon_0=\hbar^2a^2/2m\) and \(\lambda^2=D/\epsilon_0\). Then \(\hbar\omega_0=2\sqrt{D\epsilon_0}=2\lambda\epsilon_0\), \(x_e=2\lambda\epsilon_0/4\lambda^2\epsilon_0=1/2\lambda\) and \(\hbar\omega_0x_e=\epsilon_0\). The Schrödinger equation divided by \(\epsilon_0\) is \(-\psi_{yy}+\lambda^2(1-e^{-y})^2\psi=(E/\epsilon_0)\psi\). With \(\xi=2\lambda e^{-y}\), one has \(d/dy=-\xi\,d/d\xi\), hence \(\psi_{yy}=\xi^2\psi''+\xi\psi'\), and \(\lambda^2(1-e^{-y})^2=\lambda^2-\lambda\xi+\xi^2/4\). Defining \(\kappa^2=\lambda^2-E/\epsilon_0\) with \(\kappa>0\) for a bound state,

\[\xi^2\psi''+\xi\psi'+\left(-\kappa^2+\lambda\xi-\tfrac14\xi^2\right)\psi=0 .\]

As \(\xi\to0\) (large \(x\)) the solutions go as \(\xi^{\pm\kappa}\), and only \(\xi^{\kappa}\) decays. Write \(\psi=g f\) with \(g=\xi^\kappa e^{-\xi/2}\). From \(g'/g=\kappa/\xi-\tfrac12\) and \(g''/g=(g'/g)^2-\kappa/\xi^2\) it follows that \((\xi^2g''+\xi g')/g=\kappa^2-(\kappa+\tfrac12)\xi+\xi^2/4\). Added to the bracket this leaves \((\lambda-\kappa-\tfrac12)\xi\). The terms in \(f'\) collect to \(2\xi^2g'/g+\xi=(2\kappa+1)\xi-\xi^2\). Dividing by \(\xi\),

\[\xi f''+(2\kappa+1-\xi)f'+\nu f=0,\qquad \nu=\lambda-\kappa-\tfrac12 .\]

The series \(f=\sum c_j\xi^j\) obeys \((j+1)(j+2\kappa+1)c_{j+1}=(j-\nu)c_j\). If it does not terminate, \(c_{j+1}/c_j\to1/j\), so \(f\) grows like \(e^{\xi}\) and \(\psi\) is not normalizable at the inner wall. Therefore \(\nu=n\), an integer, \(\kappa=\lambda-n-\tfrac12\), and

\[E_n=\epsilon_0\left[\lambda^2-(\lambda-n-\tfrac12)^2\right]=\hbar\omega_0\left[(n+\tfrac12)-x_e(n+\tfrac12)^2\right].\]

Since \((n+\tfrac32)^2-(n+\tfrac12)^2=2(n+1)\), the line \(n\to n+1\) lies at \(u=2x_e(n+1)\). Diagonalization on a grid gives \(E_0,E_1,E_2=1975,\,5775,\,9375\) cm\(^{-1}\), so the fundamental is at 3800 cm\(^{-1}\) and its red shift is 200 cm\(^{-1}\) (24.80 meV). Temperature changes the intensity of this line and leaves its position alone.

**3. The frequency of a classical orbit**

Let \(\varepsilon=E/D<1\) and \(w=e^{ax}\), so \(\dot w=aw\dot x\). Energy conservation, \(\dot x^2=(2/m)[E-D(1-1/w)^2]\), multiplied by \(a^2w^2\), gives \(\dot w^2=\omega_0^2[\varepsilon w^2-(w-1)^2]\). With \(\sigma^2=1-\varepsilon\) the bracket is \(-\sigma^2w^2+2w-1=-\sigma^2(w-\sigma^{-2})^2+\varepsilon/\sigma^2\), because \(\sigma^{-2}-1=\varepsilon/\sigma^2\). So

\[\dot w^2+\omega_0^2\sigma^2\,(w-\sigma^{-2})^2=\omega_0^2\,\varepsilon/\sigma^2 ,\]

which is harmonic motion of \(w\) with frequency \(\omega_0\sigma\) and amplitude \(\sqrt\varepsilon/\sigma^2\). Hence \(s=\sigma=\sqrt{1-E/D}\) and, starting from the inner turning point,

\[x(t)=\frac1a\ln\frac{1-\sqrt\varepsilon\cos\omega t}{1-\varepsilon},\qquad \omega=\omega_0\sqrt{1-E/D}.\]

The action is \(I=(1/2\pi)\oint p\,dx\). Because \(\partial p/\partial E=m/p=1/\dot x\) and \(p\) vanishes at the turning points, \(dI/dE=(1/2\pi)\oint dx/\dot x=1/\omega\). Integration from \(E=0\) gives \(I=(2D/\omega_0)(1-s)\), that is

\[u=\frac{\omega_0I}{2D},\qquad E=D(1-s^2)=D(2u-u^2)=\omega_0I-\frac{\omega_0^2I^2}{4D}.\]

The red shift is exactly linear in the action. At \(I=(n+\tfrac12)\hbar\) the classical \(E(I)\) equals \(E_n\), since \(\hbar^2\omega_0^2/4D=\hbar\omega_0x_e\). A central difference of a quadratic function equals its derivative, so \((E_{n+1}-E_n)/\hbar=\omega\) evaluated at \(I=(n+1)\hbar\). The quantum fundamental is the frequency of the orbit with \(I=\hbar\), where \(u=\hbar\omega_0/2D=2x_e\). Numerical integration of Newton's equation confirms it: the orbit with \(I=\hbar\) has \(E=3900\) cm\(^{-1}\) and shift 200 cm\(^{-1}\). The orbit launched with the zero-point energy has \(I=\hbar/2\) and shift 100 cm\(^{-1}\), half the required value. The question for the manuscript is then which action a thermal classical spectrum samples.

**4. The thermal classical spectrum**

For \(0\le r<1\), \(|1-re^{i\theta}|^2=(1+r^2)\left[1-\frac{2r}{1+r^2}\cos\theta\right]\). Choose \(r\) so that \(2r/(1+r^2)=\sqrt\varepsilon\). Then \(s=\sqrt{1-\varepsilon}=(1-r^2)/(1+r^2)\), or \(r^2=(1-s)/(1+s)=u/(2-u)\). The series \(\ln(1-\zeta)=-\sum\zeta^n/n\), added to its complex conjugate, gives \(\ln|1-re^{i\theta}|^2=-2\sum_n r^n\cos n\theta/n\). So \(x=\text{const}-(2/a)\sum_n r^n\cos n\omega t/n\) and

\[v(t)=\frac{2\omega}{a}\sum_{n\ge1}r^n\sin n\omega t .\]

For the ensemble, change variables from \((x,p)\) to \((E,t)\). At fixed \(x\), \(dp=(m/p)\,dE\), and along an orbit \(dx=(p/m)\,dt\), so \(dx\,dp=dE\,dt=(\omega\,dI)(d\theta/\omega)=dI\,d\theta\) with \(\theta=\omega t\). The phase is uniformly distributed and \(dI\propto du\). The Morse partition function diverges through the dissociated states, so the canonical average must be restricted to bound orbits, \(0<u<1\). For \(\tau\ll1\) the orbits near dissociation carry an exponentially small weight, \(e^{-1/\tau}\) times a power of \(\tau\), and the place of the cut near \(u=1\) is immaterial. The phase average of \(\sin n\theta\,\sin n'(\theta+\omega t)\) is \(\tfrac12\delta_{nn'}\cos n\omega t\), so

\[C_{vv}(t)=\frac1Z\int_0^1du\,e^{-(2u-u^2)/\tau}\,\frac{2\omega_0^2s^2}{a^2}\sum_{n\ge1}r^{2n}\cos n\omega_0st,\qquad Z=\int_0^1du\,e^{-(2u-u^2)/\tau}.\]

As a check, \(\sum r^{2n}=r^2/(1-r^2)=(1-s)/2s\), so an orbit contributes \(m\omega_0^2s(1-s)/a^2=2Ds(1-s)=I\omega\) to \(mC_{vv}(0)\). Since \(\omega e^{-E/kT}=-kT\,d(e^{-E/kT})/dI\), integration by parts gives \(\langle I\omega\rangle=kT\) up to a boundary term of relative size \(e^{-1/\tau}/Z\approx(2/\tau)\,e^{-1/\tau}\), which is equipartition.

The relation to absorption needs care. By the golden rule a weak field drives \(n\leftrightarrow n'\) at a rate proportional to its intensity times \(|x_{nn'}|^2\), equal in both directions. The net energy absorbed per unit intensity is therefore

\[\alpha(\omega)\propto\omega\sum_{n,n'}(p_n-p_{n'})|x_{nn'}|^2\delta(\omega-\omega_{n'n})=\omega\,(1-e^{-\beta\hbar\omega})\,S^{\rm q}_{xx}(\omega),\]

with \(\beta=1/kT\), \(p_{n'}=p_ne^{-\beta\hbar\omega}\) on the line, and \(S^{\rm q}_{xx}=\sum p_n|x_{nn'}|^2\delta(\omega-\omega_{n'n})\). A simulation replaces \(S^{\rm q}_{xx}\) by \(Q(\omega)S_{xx}\), where the classical spectrum satisfies \(S_{xx}=S_{vv}/\omega^2\) because each harmonic of \(v\) is \(\omega\) times that of \(x\). For a harmonic oscillator, \(|x_{n,n+1}|^2=(n+1)\hbar/2m\omega\) and \(p_n=(1-q)q^n\) with \(q=e^{-\beta\hbar\omega}\) give the quantum weight \(\hbar/[2m\omega(1-q)]\). The classical weight at \(+\omega\) is half of \(\langle x^2\rangle=kT/m\omega^2\). The ratio is the harmonic factor \(Q=\beta\hbar\omega/(1-e^{-\beta\hbar\omega})\), and with it \(\alpha\propto S_{vv}\).

Each cosine in \(C_{vv}\) transforms to a delta function at \(n\omega_0s\), so the \(n=1\) term is the band

\[S_1(u)\propto\frac{u\,(1-u)^2}{2-u}\,e^{-(2u-u^2)/\tau},\qquad 0<u<1 .\]

It lies wholly below \(\omega_0\) and vanishes linearly at that edge, because a small orbit has a small velocity. The second harmonic falls below \(\omega_0\) only for \(s<\tfrac12\), that is \(E>3D/4\), with weight of order \(e^{-3/4\tau}\). The shape contains \(\tau\) alone, and neither \(\hbar\) nor \(x_e\) appears in it.

**5. Size of the classical shift**

Put \(u=\tau z/2\). Then \((2u-u^2)/\tau=z-\tau z^2/4\), \(2\ln(1-u)=-\tau z+O(\tau^2)\) and \(-\ln(2-u)=-\ln2+\tau z/4+O(\tau^2)\), so

\[S_1\propto z\,e^{-z}\,e^{g(z)},\qquad g=\tfrac14\tau\,(z^2-3z)+O(\tau^2).\]

The peak satisfies \(1/z-1+\tau(2z-3)/4=0\). With \(z=1+\delta\) this is \(-\delta-\tau/4=0\) at first order. For the centroid, multiplying a distribution by \(1+g\) changes its mean by the covariance \(\langle zg\rangle-\langle z\rangle\langle g\rangle\), as follows from expanding \(\langle z(1+g)\rangle/\langle1+g\rangle\). The moments of \(ze^{-z}\) are \(\langle z^k\rangle=(k+1)!\), namely 2, 6, 24, so the covariances of \(z\) with \(z\) and with \(z^2\) are \(6-4=2\) and \(24-12=12\), and \(\langle z\rangle=2+\tau(12-6)/4=2+3\tau/2\). The mean orbit frequency without intensity weight uses \(e^{-z}(1+\tau z^2/4)\), with moments 1, 2, 6, so \(\langle z\rangle=1+\tau(6-2)/4\). The half-maximum points solve \(ze^{-z}=1/2e\) and lie 2.4464 apart. Multiplying by \(\tau/2\),

\[u_{\rm peak}=\frac\tau2\left(1-\frac\tau4\right),\quad u_{\rm cen}=\tau\left(1+\frac{3\tau}4\right),\quad u_{\rm mean}=\frac\tau2(1+\tau),\quad \Delta u_{\rm FWHM}=1.2232\,\tau ,\]

the first three with relative errors \(O(\tau^2)\), the width with relative error \(O(\tau)\). The shift is proportional to \(kT\) at leading order in \(kT/D\), and its coefficient differs by a factor of two between peak and centroid, so the manuscript must say which it reports. All four vanish as \(T\to0\): cooling contracts the band onto the harmonic frequency. In terms of the action, the centroid corresponds to \(I=2D\,u/\omega_0=2kT/\omega_0\) at leading order, where the quantum line needs \(I=\hbar\).

At 300 K, \(kT=208.51\) cm\(^{-1}\) and \(\tau=208.51/40000=0.005213\). The leading centroid shift is \(4000\times0.005213=20.85\) cm\(^{-1}\), and the factor \(1+0.75\times0.005213\) raises it to 20.93 cm\(^{-1}\) (2.595 meV). The peak shift is \(10.426\times(1-0.005213/4)=10.41\) cm\(^{-1}\) (1.291 meV). The table gives red shifts and widths in cm\(^{-1}\). Peak, centroid, mean and width are evaluated numerically from the unexpanded expressions. The quantum centroid is the mean position of the lines \(n\to n+1\) among the lowest eleven grid levels, each weighted by \(\omega(p_n-p_{n+1})|x_{n,n+1}|^2\) as in the absorption formula above.

| | 100 K | 300 K | 1000 K |
|---|---|---|---|
| peak | 3.47 | 10.41 | 34.60 |
| centroid | 6.96 | 20.93 | 70.43 |
| centroid, MD | 6.96 | 20.93 | 70.43 |
| unweighted mean | 3.48 | 10.48 | 35.38 |
| FWHM | 8.51 | 25.54 | 85.33 |
| quantum centroid | 200.00 | 200.00 | 201.65 |

The MD row does not use the orbit formulas. Trajectories start from a Boltzmann-weighted grid in \((x,p)\) and are propagated with a fourth-order symplectic integrator. The correlation function is multiplied by a Gaussian window, which convolves the spectrum with a symmetric kernel and so preserves the centroid. The program asserts that this centroid matches that of \(S_1\) within \(10^{-3}\) of the shift and that the simulated \(C_{vv}(t)\) matches the formula within \(5\times10^{-4}\) of \(C_{vv}(0)\). At 1000 K the two-term series gives 70.41 cm\(^{-1}\) for the centroid against 70.43, a difference of the neglected order. Classical dynamics recovers the fractions 0.035, 0.105 and 0.349 of the quantum centroid shift at the three temperatures.

**6. Quantum correction factors**

Relative to \(S_1\), a general factor multiplies the band by \(F\propto(1-e^{-bs})\,Q/s\), with \(b=\beta\hbar\omega_0\). The standard factor \(Q=2/(1+e^{-bs})\) gives \(F\propto\tanh(bs/2)/s\), and the Schofield factor \(Q=e^{bs/2}\) gives \(F\propto\sinh(bs/2)/s\). For \(b\gg1\) the hyperbolic tangent is 1 and the hyperbolic sine is \(\tfrac12e^{b(1-u)/2}\), while \(-\ln(1-u)\approx u\). So \(\ln F\approx u\) and \(\ln F\approx u-bu/2\), apart from constants. Across the band \(u\sim\tau\), and \(b\tau=\hbar\omega_0/D=4x_e\ll1\), so both variations are small and the covariance rule applies. The variance of \(u\) is \((\tau/2)^2\times2=\tau^2/2\), and \((b/2)(\tau^2/2)=x_e\tau\). The changes of the centroid are

\[\delta u_{\rm std}=+\tfrac12\tau^2,\qquad \delta u_{\rm Sch}=-x_e\tau+\tfrac12\tau^2 .\]

At 300 K these predict \(+0.054\) and \(-0.467\) cm\(^{-1}\). Quadrature gives centroids 20.933, 20.989 and 20.470 cm\(^{-1}\) for the harmonic, standard and Schofield factors, that is changes of \(+0.056\) and \(-0.463\) cm\(^{-1}\). Both changes vanish with \(T\), and the Schofield factor moves the band away from the quantum line. A multiplicative factor can only reweight intensity that is present. The quantum line sits at \(z=2(2x_e)/\tau=b=19.18\), and the fraction of \(S_1\) at or below that frequency is \(1.5\times10^{-7}\).

**7. Where the two descriptions meet**

The classical shift has a quantum counterpart in the hot bands. At leading order in \(x_e\) and \(\tau\), use harmonic weights for the lines at \(u=2x_ej\), \(j=n+1\). The weight \(\omega(p_n-p_{n+1})|x_{n,n+1}|^2\) is then proportional to \(jq^{j-1}\) with \(q=e^{-b}\). Differentiating \(\sum_{j\ge0} q^j=1/(1-q)\) gives \(\sum jq^{j-1}=(1-q)^{-2}\). Multiplying by \(q\) and differentiating again gives \(\sum j^2q^{j-1}=(1+q)(1-q)^{-3}\). The ratio is \((1+q)/(1-q)\), so

\[u^{\rm q}_{\rm cen}\approx2x_e\coth\frac{\hbar\omega_0}{2kT},\qquad \frac{u_{\rm cen}}{u^{\rm q}_{\rm cen}}\approx\frac{2kT}{\hbar\omega_0}\tanh\frac{\hbar\omega_0}{2kT},\]

where the second form uses \(\tau/2x_e=2/b\). For \(kT\ll\hbar\omega_0\) the quantum centroid is \(2x_e\). For \(kT\gg\hbar\omega_0\), \(\eta\coth\eta=1+\eta^2/3+\dots\) with \(\eta=b/2=2x_e/\tau\) gives \(u^{\rm q}_{\rm cen}=\tau(1+\eta^2/3)\), the classical result with a relative correction of order \(\hbar^2\). The classical centroid is thus correct in the window \(\hbar\omega_0\ll kT\ll D\). For the example \(\hbar\omega_0/D=4x_e=0.1\), so the window is narrow: at \(kT=\hbar\omega_0\), which is 5755 K and already \(\tau=0.1\), one has \(\eta=0.5\) and the quantum centroid still exceeds the classical one by about 8%.

Grid diagonalization with small \(x_e\) tests both statements. For \(x_e=0.001\) and \(b=2\) the centroid is \(u=0.002629\) against 0.002626 from the coth form. At \(\tau=0.02\) the quantum centroid exceeds the unexpanded classical one by 0.01316 and 0.00330 of the latter for \(x_e=0.002\) and 0.001, a ratio of 3.99 on halving \(\hbar\). These values are close to \(\eta^2/3\) for \(\eta=0.2\) and 0.1.

For the example at 1000 K the diagonalization gives 201.65 cm\(^{-1}\) and the coth form 201.27, a difference of 0.2% of the shift. The hot-band excess over 200 cm\(^{-1}\) is less accurate, \(1.653/1.271=1.30\). The true population ratio \(p_1/p_0\) uses the spacing 3800 cm\(^{-1}\), which multiplies \(q\) by \(e^{2x_eb}=e^{0.05\times5.755}=1.33\). The remaining factor \(1.30/1.33=0.98\) is the net effect of everything else the harmonic weights neglect: the line frequency, the factor \(1-p_{n+1}/p_n\), the anharmonic matrix elements and the populations of the higher levels. These contributions are not separated here.

**8. Two tests open to the authors, and two cautions**

The temperature dependence is the first test. For the isolated mode, with the time step converged and the shift measured from \(\omega_e\), the classical centroid shift triples between 100 and 300 K, from 6.96 to 20.93 cm\(^{-1}\), while the quantum shift stays at 200.00 cm\(^{-1}\). The mass dependence is the second. At fixed potential, \(\tau\) and \(S_1(u)\) do not contain \(m\), so the classical shift \(\omega_eu\) scales as \(\omega_e\propto m^{-1/2}\). The quantum shift is \(2x_e\omega_e=\omega_e^2/2D\propto m^{-1}\), with \(D\) in wavenumbers. For \(m=2\) u, \(\omega_e=2828.43\) cm\(^{-1}\), the quantum shift falls from 200 to 100 cm\(^{-1}\), and the 300 K centroid falls from 20.93 to 14.80 cm\(^{-1}\).

Agreement can be produced by heating. Setting \(\tau=2x_e\) gives \(kT=\hbar\omega_0/2\) for the centroid, 2878 K, and setting \(\tau/2=2x_e\) gives \(kT=\hbar\omega_0\) for the peak, 5755 K. The unexpanded band gives 2770 K and 5940 K. The signs of the departures follow from the factors \(1+3\tau/4\) and \(1-\tau/4\), and for the centroid the first-order estimate is \(2878\times(1-0.75\times0.05)=2770\) K. Agreement to four digits is partly a cancellation among second-order terms, since solving \(\tau(1+3\tau/4)=0.05\) without further expansion gives 2777 K. At 2770 K the band is 238 cm\(^{-1}\) wide, more than the shift it is meant to reproduce. At leading order the matching temperature is proportional to \(\omega_0\), with corrections of relative order \(x_e\), so one temperature cannot serve oscillators of appreciably different frequency.

The time step also moves the band. Velocity Verlet gives \(x_{n\pm1}=x_n\pm\Delta t\,v_n+\Delta t^2F_n/2m\), the lower sign by time reversibility. For small amplitude \(F_n=-m\omega_0^2x_n\), and the sum of the two relations is \(x_{n+1}-2x_n+x_{n-1}=-h^2x_n\) with \(h=\omega_0\Delta t\). The solution \(\cos\tilde\omega n\Delta t\) requires \(2\cos\tilde\omega\Delta t-2=-h^2\), or \(\sin(\tilde\omega\Delta t/2)=h/2\), so \(\tilde\omega\Delta t=2\arcsin(h/2)=h+h^3/24+\dots\). This is a blue shift of relative size \(h^2/24\). For \(\Delta t=0.5\) fs, \(h=0.7535\times0.5=0.3767\), the leading shift is \(4000\times0.3767^2/24=23.65\) cm\(^{-1}\), and the linearized one-step map gives 24.04 cm\(^{-1}\). It has the opposite sign to the 300 K centroid shift and exceeds it in size, so a reported band position needs a stated time step and a convergence check in it.

**9. Scope and recommendation**

The quantum levels, the orbit frequencies and the band \(S_1\) are exact for one isolated Morse mode with a linear dipole, within the restriction to bound orbits. The closed forms for the thermal shifts and widths are low-order expansions in \(\tau\) and \(x_e\). A nonlinear dipole changes the intensity weight of the orbits but not their frequencies. Coupling to other modes or to a thermostat exchanges energy between orbits and can change the band shape and the numerical coefficients. The proportionality of the shift to \(kT\) is not claimed for that case. A thermostat whose friction has a memory, for example, can shift the frequency even of a harmonic oscillator. The equation of motion is then linear, so this shift does not depend on the amplitude and does not vanish on cooling. Systems that hop between minima at the simulated temperature lie outside this argument.

The manuscript should remove the identification of its shift with \(2\omega_ex_e\), describe the shift of an isolated mode as a thermal one, and obtain the fundamental of a mode with \(\hbar\omega_0\gg kT\) from a calculation in which \(\hbar\) enters the nuclear motion, such as vibrational perturbation theory or a direct solution of the nuclear Schrödinger equation.

## Numbers as computed

```
we = 4000 cm^-1, D = 40000 cm^-1, m = 1 u
a = 2.4356 1/A, xe = 0.0250, we*xe = 100.0 cm^-1
w0 = 0.7535 rad/fs, harmonic period = 8.339 fs
DVR E0, E1, E2 = 1975.00, 5775.00, 9375.00 cm^-1
quantum 0->1 = 3800.00, 1->2 = 3600.00 cm^-1
quantum 0->1 red shift = 200.00 cm^-1 = 24.80 meV
orbit at E0 (I = 0.5000 hbar): shift = 100.00 cm^-1
orbit with I = hbar: E = 3900.00 cm^-1, shift = 200.00 cm^-1
FWHM of z exp(-z) = 2.4464, FWHM/(tau w0) = 1.2232
T = 100 K: kT = 69.50 cm^-1, tau = 0.001738, hbar w0/kT = 57.551
  peak shift = 3.474, leading 3.475, series 3.474 cm^-1
  centroid = 6.959, leading 6.950, series 6.959 cm^-1
  MD centroid = 6.960, unweighted mean = 3.481, FWHM = 8.505 cm^-1
  quantum centroid = 200.000, coth form = 200.000 cm^-1
  classical/quantum centroid = 0.0348, leading 0.0348
T = 300 K: kT = 208.51 cm^-1, tau = 0.005213, hbar w0/kT = 19.184
  peak shift = 10.412, leading 10.426, series 10.412 cm^-1
  centroid = 20.933, leading 20.851, series 20.933 cm^-1
  MD centroid = 20.934, unweighted mean = 10.481, FWHM = 25.535 cm^-1
  quantum centroid = 200.000, coth form = 200.000 cm^-1
  classical/quantum centroid = 0.1047, leading 0.1043
T = 1000 K: kT = 695.03 cm^-1, tau = 0.017376, hbar w0/kT = 5.755
  peak shift = 34.596, leading 34.752, series 34.601 cm^-1
  centroid = 70.433, leading 69.503, series 70.409 cm^-1
  MD centroid = 70.434, unweighted mean = 35.384, FWHM = 85.333 cm^-1
  quantum centroid = 201.653, coth form = 201.271 cm^-1
  classical/quantum centroid = 0.3493, leading 0.3453
300 K centroid shift = 2.595 meV, peak shift = 1.291 meV
300 K: z at quantum line = 19.18, band fraction at or below it = 1.48e-07
300 K centroid, harmonic/standard/Schofield = 20.933/20.989/20.470 cm^-1
predicted changes, standard/Schofield = 0.054/-0.467 cm^-1
m = 2 u: we = 2828.43, quantum shift = 100.00, 300 K centroid = 14.802 cm^-1
centroid = 2 we xe at T = 2770 K (leading 2878 K), FWHM = 238 cm^-1
peak = 2 we xe at T = 5940 K (leading 5755 K)
xe = 0.001, hbar w0/kT = 2: quantum u = 0.002629, coth form = 0.002626
tau = 0.02, quantum/classical - 1: xe 0.002 -> 0.01316, xe 0.001 -> 0.00330
ratio of these errors = 3.991
Verlet dt = 0.5 fs: w0 dt = 0.3767, blue shift = 24.04, leading 23.65 cm^-1
```
